# Volkov Solutions of the Dirac Equation in a Plane Wave

An electron struck by an intense laser pulse can reach relativistic speed within one optical cycle. Perturbation theory in the field is then unsuitable, since the momentum supplied by the wave is comparable with $mc$. If the pulse is a plane wave in vacuum, however, the field depends on space and time through a single phase. This symmetry reduces the Dirac equation to one ordinary differential equation that can be integrated without expanding in the field.

## The field and the equation

Let $x^\mu=(ct,\mathbf r)$, with metric $(+,-,-,-)$ and $a\cdot b=a^0b^0-\mathbf a\cdot\mathbf b$. The wavevector is $k^\mu=(\omega/c,\mathbf k)$ and the potential is $A^\mu=(\Phi/c,\mathbf A)$. A plane wave in vacuum is described by a real potential

$$
A^\mu=A^\mu(\varphi),\qquad \varphi=k\cdot x,\qquad k^2=0,\qquad k\cdot A=0. \tag{1}
$$

The Lorenz condition $\partial_\mu A^\mu=k\cdot dA/d\varphi=0$ makes $k\cdot A$ constant; a constant potential carries no field, so this constant can be set to zero. The pulse shape and polarization remain arbitrary. The field is prescribed: the particle's own radiation and its reaction on the wave are neglected.

For a particle of mass $m>0$ and signed charge $q$, the Dirac equation is

$$
\left[\gamma^\mu(i\hbar\partial_\mu-qA_\mu)-mc\right]\psi=0. \tag{2}
$$

For an electron $q=-|e|$. If a formula is written with $e$ in place of $q$, that $e$ is the signed charge. With $\not a=\gamma^\mu a_\mu$, the algebra needed below is

$$
\not a\not b+\not b\not a=2a\cdot b,\qquad \not k\not k=k^2=0,\qquad \not k\not A=-\not A\not k. \tag{3}
$$

The last relation uses $k\cdot A=0$.

## Separating the conserved momenta

A displacement $a^\mu$ with $k\cdot a=0$ leaves $\varphi$ unchanged. There are three independent displacements of this kind, and the corresponding translations commute with the operator in (2). We may therefore choose solutions that obey $i\hbar\,a\cdot\partial\psi=(a\cdot p)\psi$ for all such $a$, with a constant real vector $p$. Write $\psi=e^{-ip\cdot x/\hbar}F$. Then $a\cdot\partial F=0$ whenever $k\cdot a=0$, so the gradient of $F$ is parallel to $k$:

$$
\psi(x)=e^{-ip\cdot x/\hbar}F(\varphi). \tag{4}
$$

Since $\partial_\mu F=k_\mu F'$, where a prime denotes $d/d\varphi$, equation (2) becomes

$$
(\not P-mc)F+i\hbar\not kF'=0,\qquad P^\mu=p^\mu-qA^\mu(\varphi). \tag{5}
$$

The vector $p$ is not yet unique. Adding $\eta k$ to it leaves every $a\cdot p$ unchanged and multiplies $F$ by a phase depending on $\varphi$. Because $(p+\eta k)^2=p^2+2\eta k\cdot p$, we can choose

$$
p^2=m^2c^2 \tag{6}
$$

provided $k\cdot p\neq0$. For such a $p$, $|\mathbf p|<|p^0|$, so $k\cdot p$ has the sign of $p^0$. We take $p^0>0$ and hence $k\cdot p>0$; solutions with $p^0<0$ follow from the same formulas. The excluded case $k\cdot p=0$ is examined after the next equation.

## From four components to one phase

Multiply (5) from the left by $\not k$. The derivative disappears because $\not k\not k=0$. Moving $\not k$ to the right with (3), and using $k\cdot P=k\cdot p$, gives

$$
0=\not k(\not P-mc)F=2(k\cdot p)F-(\not P+mc)\not kF.
$$

With $v=\not kF$ this is a constraint that determines all of $F$ from $v$:

$$
F=\frac{(\not P+mc)v}{2k\cdot p},\qquad \not kv=0. \tag{7}
$$

If $k\cdot p$ were zero, the line above (7) would give $(\not P+mc)v=0$, and hence $(P^2-m^2c^2)v=0$. But a real vector with $k\cdot P=0$ has $P^2\le0$, so $v=0$. Then $\not kF'=v'=0$, and (5) reduces to $(\not P-mc)F=0$, which forces $F=0$ for the same reason. Nothing has been lost by requiring $k\cdot p\ne0$.

Now put (7) into (5). Since $(\not P-mc)(\not P+mc)=P^2-m^2c^2$ and $\not kF'=v'$,

$$
i\hbar v'=-\frac{P^2-m^2c^2}{2k\cdot p}\,v. \tag{8}
$$

The coefficient is a number, not a matrix. By (6),

$$
P^2-m^2c^2=-2q\,p\cdot A+q^2A^2. \tag{9}
$$

Equation (8) therefore integrates to

$$
v=v_0e^{iG/\hbar},\qquad
G(\varphi)=-\int_{\varphi_0}^{\varphi}\left[\frac{q\,p\cdot A}{k\cdot p}-\frac{q^2A^2}{2k\cdot p}\right]d\varphi', \tag{10}
$$

where $v_0$ is constant and $\not kv_0=0$. Changing $\varphi_0$ changes $\psi$ by a constant phase.

Multiplication by $\not k$ could have admitted extra solutions, so the converse must be checked. Given $v$ from (10), define $F$ by (7). Then

$$
\not kF=\frac{2(k\cdot p)v-\not P\not kv+mc\not kv}{2k\cdot p}=v,
$$

and (8) gives back (5). Every such $v$ yields a solution.

## The spinor factor

It remains to express $v_0$ through a free spinor. Define

$$
u=\frac{(\not p+mc)v_0}{2k\cdot p}. \tag{11}
$$

It satisfies $(\not p-mc)u=0$, because $p^2=m^2c^2$. The calculation just made, with $P$ replaced by $p$, gives $\not ku=v_0$. Thus every allowed $v_0$ is $\not ku$ for some free spinor $u$. Inserting this in (7) requires

$$
(\not P+mc)\not ku=(\not p+mc)\not ku-q\not A\not ku. \tag{12}
$$

In the first term, $\not p\not k=2k\cdot p-\not k\not p$, so

$$
(\not p+mc)\not ku=2(k\cdot p)u-\not k(\not p-mc)u=2(k\cdot p)u.
$$

In the second, $-\not A\not k=+\not k\not A$. Dividing by $2k\cdot p$ and restoring the phases gives the Volkov solution:

$$
\boxed{\psi_p=\Lambda(\varphi)\,u\,e^{iS/\hbar},\qquad
\Lambda=1+\frac{q\not k\not A}{2k\cdot p}} \tag{13}
$$

$$
\boxed{S=-p\cdot x-\int_{\varphi_0}^{\varphi}
\left[\frac{q\,p\cdot A}{k\cdot p}-\frac{q^2A^2}{2k\cdot p}\right]d\varphi'} \tag{14}
$$

Here $qA$ and $p$ are momenta, so the correction in $\Lambda$ is dimensionless and $S$ is an action. The wavefunction's phase is $S/\hbar$. If $A$ vanishes before the pulse, $p$ is the incoming kinetic momentum and $u$ the incoming spinor.

When $A$ tends to zero, (13) becomes a free plane wave. Another limit fixes the signs in (14). For $|\mathbf p|$ and $|q\mathbf A|$ much smaller than $mc$, and with the spatial variation of the wave neglected, $d\varphi/(k\cdot p)\approx dt/m$. For a purely spatial potential, $p\cdot A=-\mathbf p\cdot\mathbf A$ and $A^2=-\mathbf A^2$, so the field part of $S$ tends to

$$
-\int\left[-\frac{q\,\mathbf p\cdot\mathbf A}{m}+\frac{q^2\mathbf A^2}{2m}\right]dt.
$$

This is minus the time integral of the field terms in $(\mathbf p-q\mathbf A)^2/2m$, as the Schrödinger equation requires.

## Why the phase is the classical action

With the sign convention $e^{iS/\hbar}$, the canonical momentum is $-\partial^\mu S$ and the kinetic momentum is

$$
\pi^\mu=-\partial^\mu S-qA^\mu. \tag{15}
$$

The relativistic Hamilton–Jacobi equation is $\pi^2=m^2c^2$. Try $S=-p\cdot x+G(\varphi)$. Then $\pi=P-kG'$, and

$$
\pi^2=P^2-2(k\cdot p)G'+k^2G'^2=m^2c^2. \tag{16}
$$

Because $k^2=0$, this equation is linear in $G'$, and its solution is $G'=(P^2-m^2c^2)/(2k\cdot p)$. By (9), this is the derivative of (10). The phase obtained from the Dirac equation therefore solves the Hamilton–Jacobi equation, with the conserved momenta as parameters. Explicitly,

$$
\pi^\mu=p^\mu-qA^\mu+k^\mu\left[\frac{q\,p\cdot A}{k\cdot p}-\frac{q^2A^2}{2k\cdot p}\right]. \tag{17}
$$

To see that $\pi$ is the momentum of a particle driven by the Lorentz force, follow a curve with $dx^\mu/d\tau=\pi^\mu/m$, where $\tau$ is proper time. Taking the curl of (15) removes $S$:

$$
\partial_\nu\pi_\mu-\partial_\mu\pi_\nu=qF_{\mu\nu},\qquad F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu .
$$

Contract with $\pi^\nu/m$. The term $\pi^\nu\partial_\mu\pi_\nu=\tfrac12\partial_\mu\pi^2$ vanishes, leaving

$$
\frac{d\pi_\mu}{d\tau}=\frac qmF_{\mu\nu}\pi^\nu, \tag{18}
$$

which is the Lorentz force. Along the same curve,

$$
dS=-(\pi+qA)\cdot dx=-mc^2d\tau-qA\cdot dx=L\,dt, \tag{19}
$$

where $L=-mc^2\sqrt{1-\mathbf v^2/c^2}-q\Phi+q\mathbf v\cdot\mathbf A$. Thus the change of $S$ along a classical path is the action accumulated on it.

A classical phase is usually a short-wavelength approximation. Here the corrections vanish, as is seen most simply for a spinless particle:

$$
(i\hbar\partial-qA)^2e^{iS/\hbar}
=\left(\pi^2+i\hbar\,\partial_\mu\pi^\mu\right)e^{iS/\hbar}
=m^2c^2e^{iS/\hbar}.
$$

The divergence is $\partial_\mu\pi^\mu=(k\cdot\pi)'=0$, because (17) gives $k\cdot\pi=k\cdot p$. For the Dirac particle, the additional structure is contained in $\Lambda$.

## What the spinor factor does

The factor $\Lambda$ turns the spinor of a particle with momentum $p$ into that of a particle with momentum $\pi$. To prove this, set $N=q\not k\not A/(2k\cdot p)$. By (3), $N^2\propto\not k\not A\not k\not A=-\not k\not k\not A\not A=0$, so $\Lambda^{-1}=1-N$ and

$$
\Lambda\not p\Lambda^{-1}=\not p+[N,\not p]-N\not pN. \tag{20}
$$

Moving $\not p$ to the left through two matrices gives

$$
\not k\not A\not p=2(p\cdot A)\not k-2(k\cdot p)\not A+\not p\not k\not A,
$$

and therefore

$$
[N,\not p]=\frac{q\,p\cdot A}{k\cdot p}\not k-q\not A. \tag{21}
$$

For the last term of (20), $N\not pN=[N,\not p]N$ because $N^2=0$. The part of (21) proportional to $\not k$ drops out, and

$$
N\not pN=-\frac{q^2\not A\not k\not A}{2k\cdot p}=\frac{q^2A^2}{2k\cdot p}\not k. \tag{22}
$$

Collecting terms and comparing with (17), we find $\Lambda\not p\Lambda^{-1}=\not\pi$. Hence $w=\Lambda u$ obeys $\not\pi w=mc\,w$: at each phase it is a free spinor for the instantaneous kinetic momentum.

The current follows. With $\bar w=w^\dagger\gamma^0$, the Dirac adjoint reverses the order of the matrices, so $\bar w=\bar u(1+q\not A\not k/2k\cdot p)=\bar u\Lambda^{-1}$ and $\bar ww=\bar uu$. Using $\not\pi w=mc\,w$ on the right and $\bar w\not\pi=mc\,\bar w$ on the left,

$$
2mc\,\bar w\gamma^\mu w=\bar w(\gamma^\mu\not\pi+\not\pi\gamma^\mu)w=2\pi^\mu\bar ww,
$$

$$
\bar\psi\gamma^\mu\psi=\frac{\pi^\mu}{mc}\,\bar uu. \tag{23}
$$

The current is parallel to the classical kinetic momentum. In particular, the density $\psi^\dagger\psi$ changes in the ratio $\pi^0/p^0$.

## An electron in a short pulse

Consider an electron meeting a pulse of wavelength $800\ \mathrm{nm}$ that travels along $+z$ and is polarized along $x$. Let $k$ also denote $\omega/c$ when it multiplies a number. The pulse is

$$
a(\varphi)=\frac{|q|A_x}{mc}=2\sin^2\!\left(\frac{\varphi}{12}\right)\sin\varphi,
\qquad 0<\varphi<12\pi,
$$

and zero outside. The carrier field amplitude corresponding to the factor 2 is $8.03\times10^{12}\ \mathrm{V/m}$. The incoming spatial momentum is $(0.5,0,-2)\,mc$, so

$$
p^0=\sqrt{1+0.5^2+2^2}\,mc=2.2913\,mc,\qquad k\cdot p=(2.2913+2)\,k\,mc=4.2913\,k\,mc.
$$

We evaluate the solution at $\varphi=6.5\pi$, where $a=1.9659$. The carrier of the potential is at a maximum there; the electric field, proportional to $-a'$, is small. The choice shows that the dressing of the state follows the potential rather than the instantaneous electric field.

Since $q=-|q|$, $-qA_x=+1.9659\,mc$ and $q\,p\cdot A=+|q|p_xA_x$. The coefficient of $k^\mu$ in (17), multiplied by $k$, is

$$
\frac{0.5(1.9659)+\tfrac12(1.9659)^2}{4.2913}\,mc=0.6794\,mc.
$$

Adding it to the time and $z$ components gives

$$
\pi^\mu=(2.9707,\;2.4659,\;0,\;-1.3206)\,mc.
$$

The wave has turned the electron sideways and reduced its motion against the beam. Direct integration of the Lorentz force gives the same components to the digits shown.

The phase has the scale $mc/(\hbar k)=mc^2/(\hbar\omega)=3.297\times10^5$. From the start of the pulse to $\varphi=6.5\pi$, the integrals of $a$ and $a^2$ are $-0.07294$ and $17.2216$. The two field terms in $S/\hbar$ are therefore

$$
-3.297\times10^5\,\frac{0.5(-0.07294)}{4.2913}=+2.80\times10^3\ \mathrm{rad},
$$

$$
-3.297\times10^5\,\frac{17.2216}{2(4.2913)}=-6.616\times10^5\ \mathrm{rad}.
$$

Their sum is $-6.588\times10^5\ \mathrm{rad}$. The contributions of $a^2$ accumulate, whereas the integral of $a$ only oscillates. Writing $a=[1-\cos(\varphi/6)]\sin\varphi$ and integrating term by term gives $\int_0^\varphi a\,d\varphi'=-\tfrac1{35}-\cos\varphi+\tfrac37\cos\tfrac{7\varphi}{6}+\tfrac35\cos\tfrac{5\varphi}{6}$. This passes close to zero near a maximum of the carrier, so the linear term is especially small at the chosen phase; a quarter cycle earlier, at $\varphi=6\pi$, the integral is $-72/35$.

The spinor changes much less. In the standard Dirac representation, with $\bar uu=1$,

$$
u=(1.2828,\;0,\;-0.7795,\;0.1949)^T,
$$

$$
w=(1.3275,\;-0.4724,\;-0.7349,\;0.6673)^T.
$$

The norm of $w-u$ is $0.443$ of the norm of $u$. The scale of this correction is $a/(2\times4.2913)=0.229$, multiplied by a matrix acting on $u$; it contains no large factor $mc^2/(\hbar\omega)$. The density ratio computed from the spinors is $1.2965$, equal to $\pi^0/p^0=2.9707/2.2913$, as (23) requires.

## After the pulse, and pair creation

When $A$ returns to zero, (13) gives $\Lambda=1$. The spinor is again $u$, the momentum is again $p$, and a phase remains. In the example it is $-1.086\times10^6\ \mathrm{rad}$. The linear term makes no contribution to this final value: $a$ is odd about the centre of the pulse and integrates to zero.

The remaining phase depends on $p$, so it can displace and reshape a wave packet. It cannot turn a positive-energy component into a negative-energy one. The reason lies in the symmetry used at the start. Since $k\cdot k=0$, the vector $k$ is itself one of the displacements that leave $\varphi$ unchanged, and $k\cdot p$ is conserved. This quantity is positive for free states with $p^0>0$ and negative for those with $p^0<0$. In the theory of a quantized Dirac field in a prescribed potential, pair creation from the vacuum requires mixing between these two classes. A single plane-wave pulse therefore creates no pairs, whatever its strength.

A spatially uniform potential $\mathbf A(t)$ conserves the three components of $\mathbf p$ instead. They do not distinguish the sign of the energy, so mixing is allowed. The numerical check propagates the same positive-energy packet through both kinds of field, with peak $|q|A/(mc)=1.5$ and the same time profile in both cases. This profile is not the optical pulse of the example: it has carrier frequency $mc^2/\hbar$ under a Gaussian envelope of width $1.5\,\hbar/(mc^2)$, and the packet has $p_x=0.3\,mc$ and mean $p_z=-0.5\,mc$. After the plane wave the state agrees with the Volkov prediction to $1.8\times10^{-4}$ in norm, relative to a state of unit norm, and its computed negative-energy fraction is $1.9\times10^{-9}$. The exact values of both quantities are zero once the pulse has passed the whole packet; these two small numbers are residuals of the finite simulation, unchanged to the digits shown by a more accurate time integration or a finer grid, and the fraction is not a pair-creation probability. After the uniform field that fraction is $0.22$. This value belongs to a field that varies on the time scale $\hbar/(mc^2)$ set by the gap between the two energy classes; it is not a prediction for an optical field of the same potential.

The closed-form solution rests on $k^2=0$. In a medium where $k^2\ne0$, multiplication by $\not k$ no longer removes the derivative from (5), and (16) becomes quadratic in $G'$. The separation of the two energy classes is less restrictive. If $k^2<0$, as for a wave slower than light, some timelike displacement $a$ leaves $\varphi$ unchanged and $a\cdot p$ is conserved. For a transverse pulse that vanishes before and after, its sign still separates the two classes of free states. This does not extend to every potential with $k^2<0$: a static scalar potential step higher than $2mc^2$ can connect them. If $k^2>0$, all such displacements are spacelike and mixing is allowed. For two crossing waves the solution fails for a different reason: the potential then depends on two phases, and the reduction to (4) is unavailable. Finally, if radiation by the electron matters, the prescribed-field equation (2) is itself incomplete; the Volkov functions can still serve as the basis in which the coupling to emitted photons is treated.

## Numbers as computed

```
Wavelength: 800.0 nm
Angular frequency: 2.354564e+15 rad/s
Photon energy: 1.549802 eV
Pulse strength a0: 2.0; cycles: 6
Potential scale mc/|q|: 1.704509e-03 V s/m
Carrier field amplitude a0 mc omega/|q|: 8.02675e+12 V/m
Momentum unit mc: 2.730925e-22 kg m/s
Incoming p (0,x,y,z): 2.291288 0.500000 0.000000 -2.000000 mc
k.p: 4.291288 k mc = 9.204225e-15 kg/s
Observation phase phi: 20.420352 rad
|q|A_x/(mc) there: 1.965926
A_x there: 3.350938e-03 V s/m
Kinetic momentum, formula: 2.970663 2.465926 0.000000 -1.320625 mc
Kinetic momentum, Lorentz force: 2.970663 2.465926 0.000000 -1.320625 mc
Phase unit mc/(hbar k): 3.297188e+05 rad
Integral of |q|A_x/(mc) to phi: -0.072940
Integral of its square to phi: 17.221605
Phase term linear in A: 2.802168e+03 rad
Phase term quadratic in A: -6.616063e+05 rad
Field-induced phase at phi: -6.588041e+05 rad
Field-induced phase after pulse: -1.086222e+06 rad
Action to phi, path integral of L: -8.7632170 mc/k
Action to phi, Volkov S: -8.7632170 mc/k
Free spinor u (ubar u = 1): 1.282827 0.000000 -0.779529 0.194882
Dressed spinor w: 1.327466 -0.472403 -0.734889 0.667285
Relative norm of spinor correction: 0.443321
Density ratio w+w/u+u: 1.296504
Energy ratio pi0/p0: 1.296504
Dirac residual, Volkov (relative): 3.17e-09
Dirac residual, reversed spin term: 1.3790
Dirac residual, k.k not zero: 0.0886
Packet test units: hbar = m = c = 1
Packet p_x, mean p_z: 0.3, -0.5 mc
Packet pulse peak |q|A/(mc), width: 1.5, 1.5 hbar/(mc^2)
Packet Volkov phase at mean p_z: -1.32870 rad
Packet state error (norm): 1.81e-04
Negative-energy fraction, plane wave: 1.89e-09
Negative-energy fraction, uniform A(t): 0.2203
```
